# Equal Average Power, Unequal Peak Temperature in Pulsed Devices

Take a device with one heat capacity $C$, joined by one thermal resistance $R$ to a base at fixed temperature. It is heated by rectangular pulses of length $t_{\rm on}$, repeated with period $T$, at average power $\bar P$. Let $\theta$ be its temperature rise above the base. Energy, time and temperature have independent units here, so the six quantities $\theta_{\rm pk},\bar P,R,C,t_{\rm on},T$ form three dimensionless groups:

$$
\frac{\theta_{\rm pk}}{\bar P R}=F(D,x),\qquad D=\frac{t_{\rm on}}{T},\qquad x=\frac{T}{\tau},\qquad \tau=RC .
$$

Average power fixes the scale $\bar P R$. It would fix the peak as well if $F$ were constant, and two pulse trains are enough to show that it is not.

## The counter-example

The pulse power is $P_0=\bar P/D$. The heat balance is

$$
C\dot\theta=P(t)-\frac{\theta}{R}.
$$

In the periodic state, let $\theta_0$ be the rise at the start of a pulse and $\theta_1$ the rise at its end. During the pulse $\theta$ relaxes toward $P_0R$, and during the gap it relaxes toward zero. With $a=e^{-t_{\rm on}/\tau}$ and $b=e^{-(T-t_{\rm on})/\tau}$,

$$
\theta_1=P_0R(1-a)+a\theta_0,\qquad \theta_0=b\theta_1 .
$$

Substituting the second equation into the first gives $\theta_1(1-ab)=P_0R(1-a)$. Since $ab=e^{-x}$, $a=e^{-Dx}$ and $P_0=\bar P/D$,

$$
F(D,x)=\frac{1-e^{-Dx}}{D\,(1-e^{-x})}. \tag{1}
$$

The periodic state is reached from any start, because a deviation from it is multiplied by $ab<1$ in each period.

Let both trains have $D=0.1$ and the same average power, hence the same pulse power $10\bar P$. They differ in period:

$$
T=\tau:\quad F=\frac{1-e^{-0.1}}{0.1(1-e^{-1})}=\frac{0.09516}{0.06321}=1.505,
$$

$$
T=10\tau:\quad F=\frac{1-e^{-1}}{0.1(1-e^{-10})}=6.32 .
$$

The second peak is 4.2 times the first. Yet the mean rises agree: integrating the heat balance over a period makes the left side vanish, which leaves $\bar\theta=\bar P R$ in both cases.

The same integral shows that the heat leaving in each period equals the energy of one pulse, for every duty cycle. Timing changes *when* it leaves. In the gap the device gives up $C(\theta_1-\theta_0)=C\theta_1(1-b)$. Divided by the pulse energy $P_0t_{\rm on}$, this is the gap share

$$
\phi=\frac{\tau}{t_{\rm on}}\,\frac{(1-a)(1-b)}{1-ab}. \tag{2}
$$

For $T\ll\tau$, expanding the exponentials gives $\phi\to(\tau/t_{\rm on})(t_{\rm on}/\tau)(T-t_{\rm on})/T=1-D$: the outflow is nearly steady. For pulses and gaps much longer than $\tau$, $\phi\to\tau/t_{\rm on}$, and most heat leaves during the pulse, while the device is hot.

A second quantity is the fraction of the stored heat that survives until the next pulse, which is $b$. For $T=\tau$, $\phi=0.893$ and $b=0.407$; for $T=10\tau$, $\phi=0.632$ and $b=1.2\times10^{-4}$. The train that cools almost completely between pulses has the higher peak.

## The general statement

A real device has many thermal time constants. Divide it and its surroundings into nodes with heat capacities $C_j>0$, joined by constant conductances. Every node has some conducting path to the base. Power enters one node, $h$, whose rise is observed. Let $R$ be its static rise per unit power, and let $0<D<1$.

**Statement.** In the periodic state the mean rise of the heated node is $\bar P R$, and its peak, at the end of the pulse, satisfies

$$
\bar P R<\theta_{\rm pk}<\frac{\bar P R}{D}. \tag{3}
$$

At equal $\bar P$ the peak increases

- with $T$, when $D$ is held fixed;
- as $D$ is reduced, when $T$ is held fixed;
- with the gap, when $t_{\rm on}$ is held fixed.

If instead the pulse itself ($P_0$ and $t_{\rm on}$) is held fixed, a longer gap lowers the peak, and the average power falls too.

## Proof

**Reduction to single modes.** The heat balances read

$$
\mathbf C\dot{\boldsymbol\theta}=-\mathbf G\boldsymbol\theta+\mathbf e_hP(t),
$$

where $\mathbf C$ is diagonal and $\mathbf e_h$ selects node $h$. The matrix $\mathbf G$ is symmetric because the flow between two nodes is $g_{ij}(\theta_i-\theta_j)$. It is positive definite because

$$
\boldsymbol\theta^{\mathsf T}\mathbf G\boldsymbol\theta=\sum_{i<j}g_{ij}(\theta_i-\theta_j)^2+\sum_i g_{i0}\theta_i^2 ,
$$

with $g_{i0}$ the conductance to the base. This sum vanishes only if all connected nodes have equal rises and those tied to the base have none, that is, if $\boldsymbol\theta=0$.

Set $\mathbf u=\mathbf C^{1/2}\boldsymbol\theta$. Then

$$
\dot{\mathbf u}=-\mathbf M\mathbf u+\frac{\mathbf e_h}{\sqrt{C_h}}P,\qquad \mathbf M=\mathbf C^{-1/2}\mathbf G\,\mathbf C^{-1/2}.
$$

$\mathbf M$ is also symmetric and positive definite, so it has orthonormal eigenvectors $\mathbf v_i$ with eigenvalues $\lambda_i>0$. Write $\mathbf u=\sum_i q_i\mathbf v_i$, and let $v_{hi}$ be component $h$ of $\mathbf v_i$. Projection on $\mathbf v_i$ gives $\dot q_i=-\lambda_iq_i+v_{hi}P/\sqrt{C_h}$. The observed rise is $\theta_h=\sum_i y_i$ with $y_i=v_{hi}q_i/\sqrt{C_h}$. Multiplying the equation for $q_i$ by $v_{hi}/(\lambda_i\sqrt{C_h})$ gives

$$
\tau_i\dot y_i=R_iP-y_i,\qquad \tau_i=\frac1{\lambda_i},\qquad R_i=\frac{v_{hi}^2}{C_h\lambda_i}\ge0. \tag{4}
$$

Each $y_i$ obeys the one-capacity equation already solved. Constant power gives $y_i=R_iP$, so $\sum_iR_i=R$. Averaging (4) over a period gives $\bar\theta_h=\bar P\sum_iR_i=\bar P R$.

Each contribution with $R_i>0$ rises throughout the pulse and falls throughout the gap, so their sum peaks at the end of the pulse:

$$
\theta_{\rm pk}=\bar P\sum_iR_i\,F(D,T/\tau_i). \tag{5}
$$

Because the weights are non-negative, a trend of $F$ shared by all modes is a trend of the sum.

**Fixed duty cycle.** Differentiating the logarithm of (1),

$$
\frac{\partial\ln F}{\partial x}=\frac{D}{e^{Dx}-1}-\frac1{e^x-1}=\frac{g(Dx)-g(x)}{x},\qquad g(u)=\frac{u}{e^u-1}.
$$

Since $1/g(u)=\int_0^1e^{us}ds$ increases with $u$, $g$ decreases. As $Dx<x$, the derivative is positive. The limits of (1) are $F\to1$ for $x\to0$ and $F\to1/D$ for $x\to\infty$. This proves the first trend and, through (5), the bounds (3).

**Fixed period.** The factor of $F$ that depends on $D$ is

$$
\frac{1-e^{-Dx}}D=x\int_0^1e^{-Dxs}\,ds,
$$

which decreases as $D$ increases.

**Fixed pulse length.** At equal average power, each mode contributes

$$
\bar P R_i\,\frac{1-e^{-t_{\rm on}/\tau_i}}{t_{\rm on}}\;\frac{T}{1-e^{-T/\tau_i}} .
$$

The last factor is $\tau_i\big/\int_0^1e^{-sT/\tau_i}ds$, which increases with $T$. If $P_0$ is held fixed instead, the contribution is $P_0R_i(1-e^{-t_{\rm on}/\tau_i})/(1-e^{-T/\tau_i})$, which decreases with $T$. This completes the proof.

The sign in (4) depends on heating and observing the same node. For another node $s$, $v_{hi}^2$ is replaced by a product $v_{si}v_{hi}$, which may be negative, and the peak need not coincide with the end of the pulse.

## A transistor island

Consider a trench-isolated silicon-on-insulator island, 10 µm square: a 200 nm silicon film on 400 nm of buried oxide, covered by 1000 nm of oxide. The film is one isothermal heated node, and the oxide is a chain of 5 nm layers. The top is insulated, and the base below the buried oxide stays at 300 K. With oxide conductivity $k=1.4$ W/(m K),

$$
R=\frac{400\times10^{-9}}{1.4\times10^{-10}}\ {\rm K/W}=2.857\ {\rm K/mW}.
$$

An average of 1 mW therefore gives a mean rise of 2.86 K. At $D=0.1$ the pulse power is 10 mW:

| Period (µs) | Peak (K) | Gap share | Heat retained |
|---:|---:|---:|---:|
| 0.01 | 2.99 | 0.900 | 0.986 |
| 0.1 | 3.99 | 0.911 | 0.871 |
| 1 | 9.65 | 0.861 | 0.298 |
| 10 | 22.5 | 0.442 | $1\times10^{-4}$ |
| 100 | 28.6 | 0.066 | negligible |

"Heat retained" is the stored heat of the whole stack at the start of a pulse divided by that at its end. The peaks run from near the lower bound in (3) to the upper bound within the printed digits. As a test of the modal result at the 1 µs period, direct time integration from a cold start also gave a 9.647 K peak, a 2.857 K mean, and an outflow per period equal to the pulse energy.

The slowest time constant is 0.989 µs, but it alone does not decide whether pulsing is fast. At a period of 0.1 µs the peak is 39% above the mean, whereas a single mode with $T=0.1\tau$ gives 4.6%. The reason is that the film is heated directly and has a capacity of just 33 pJ/K. The 100 pJ pulse would warm it by 3.0 K if no heat left; the calculated swing is 1.7 K. Average power is a good guide to the peak when this local swing is small compared with the mean rise.

The gap share at 0.1 µs slightly exceeds $1-D=0.9$, so the flow into the base is below its average during the pulse.

The last gap share can be checked by hand. After a long pulse the film stores heat with 33 pJ/K, the top oxide with 165 pJ/K, and the buried oxide with half of its 66 pJ/K, because its temperature profile is linear. The total is $231\times28.57=6600$ pJ, or 0.066 of the 100 nJ pulse.

With the period held at 1 µs and the average at 1 mW, reducing $D$ from 0.5 to 0.05 raises the peak from 4.4 to 12.2 K.

Now hold the pulse length at 0.1 µs and lengthen the period from 0.2 to 2 µs:

- At 1 mW average power, the retained heat falls from 0.85 to 0.10, while the peak **rises** from 3.5 to 17.9 K. The pulse power had to grow from 2 to 20 mW.
- With an unchanged 10 mW pulse, the peak **falls** from 17.4 to 9.0 K, and the average falls from 5 to 0.5 mW.

Better cooling between pulses lowers the peak when the pulse is unchanged. When average power and pulse length are both fixed, the larger pulse energy outweighs it.

A sensor elsewhere can miss this peak in time. At the 1 µs period with $D=0.1$, the top oxide surface is hottest 0.30 µs after the pulse ends.

## The model beside a real device

The dimensions and material values are rough ones for thick-film silicon-on-insulator technology; advanced thin-film devices have much thinner layers. Conduction through the oxide around the island edges would add about 21% to the static conductance if only oxide lies beyond them, and about 25 to 30% if another silicon film begins beyond a trench 0.5 to 0.25 µm wide. Two metal lines, each 2 µm wide and 0.5 µm thick, of conductivity 200 W/(m K) and lying on 1.4 µm of oxide, would add about 11% if heat flowed straight down from them. Sideways spreading raises this to 15 to 18%, and buried lines of 350 W/(m K), typical of copper, would add about 24%, as much as the edges. With the 21% and 11% figures, the two paths together reduce $R$ to about $2.86/1.32=2.2$ K/mW. Spreading resistance in the silicon substrate adds back about 0.33 K/mW, so the mean rise at 1 mW becomes roughly 2.5 K and the long-pulse peak roughly 25 K. These additions also alter the time constants. They are still linear conductances and capacities, so the bounds and trends remain valid as long as the film is isothermal.

That last condition is approximate. With heat released along very narrow lines 2 µm apart, evenly through the thickness of a film of conductivity 100 W/(m K), the lines would be about 1.7 K hotter than the film average under steady heating at 10 mW; wider lines would reduce this excess, which builds up within a few nanoseconds. A transistor channel releases its heat at the film surface, and then the excess keeps growing as the line narrows: heat diffusion gives about 2.4 K for lines 100 nm wide and 3.2 K for lines 20 nm wide, and at such widths, no larger than phonon mean free paths in silicon, diffusion is itself only a rough description. Even at the shortest period in the table, narrow lines heated through the thickness peak about 1 K above the film average and these surface lines 1.7 to 2.5 K above it, so a small swing of the film does not by itself make average power a good guide to the hottest spot. The prescribed power is another idealization: if voltage were held fixed and current fell as absolute temperature to the power $-1.5$, a pulse power of 10 mW at 300 K would be 13% lower at the largest rise in the table. The long-pulse rise would therefore settle near 25 K instead, with power about 11% lower. Pulse power would then depend on temperature, and trains would have to be compared by their actual dissipated power. The linear proof does not cover that feedback.

The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
Island side 10 um; base temperature 300 K
Film 200 nm; buried oxide 400 nm; top oxide 1000 nm
Oxide conductivity 1.4 W/(m K); heat capacities: oxide 1.65, silicon 1.65 J/(cm3 K)
Average power 1.0 mW
Static resistance 2.857 K/mW
Film heat capacity 33.00 pJ/K
Slowest time constant 0.989 us (continuum 0.989 us)
Mean rise 2.857 K; marched mean 2.857 K
One mode, D = 0.1: period/tau, peak/mean, gap share of heat, retained
     0.1   1.0456   0.8999  9.139e-01
     1.0   1.5054   0.8934  4.066e-01
    10.0   6.3215   0.6321  1.234e-04
   100.0   9.9995   0.1000  8.194e-40
Stack, D = 0.1, pulse power 10 mW, average 1 mW:
  period us, pulse us, peak K, trough K, peak/mean, gap share, retained
     0.01   0.001   2.994   2.762   1.048  0.9000 9.865e-01
     0.10   0.010   3.985   2.308   1.395  0.9109 8.710e-01
     1.00   0.100   9.647   1.028   3.377  0.8614 2.979e-01
    10.00   1.000  22.457   0.001   7.860  0.4416 9.663e-05
   100.00  10.000  28.571   0.000  10.000  0.0660 2.766e-40
Stack, period 1 us, average 1 mW: duty, pulse power mW, peak K
  0.50     2.0    4.405
  0.20     5.0    7.218
  0.10    10.0    9.647
  0.05    20.0   12.181
Stack, pulse 0.1 us, average 1 mW: period us, power mW, peak K, retained
  0.2     2.0    3.481  0.8535
  0.5     5.0    5.650  0.5537
  1.0    10.0    9.647  0.2979
  2.0    20.0   17.935  0.0989
Stack, same 0.1 us, 10 mW pulse: period us, average mW, peak K
  0.2    5.00   17.406
  0.5    2.00   11.301
  1.0    1.00    9.647
  2.0    0.50    8.967
Marched at 1 us, D = 0.1: peak 9.647 K, heat out per period / pulse energy 1.0000
Top-oxide surface peaks 0.298 us after pulse end
Neglected effects (rough, static estimates):
  substrate resistance / oxide resistance 11.4 %
  substrate rise at 1 mW 0.33 K, at 10 mW 3.26 K
  extra conductance through island edges 21.0 %
  extra conductance through two metal lines 11.4 %
  extra resistance of two interfaces 3.5 %
  oxide conductivity change at largest rise 1.4 %
  hot-line excess, 2 um finger pitch, 10 mW: 1.67 K
  power drop at fixed voltage, largest rise: 12.8 %
```
